# Debugging a numerical check: Can a Taylor series of the Fermi function replace Chebyshev expansion?

```python
"""Taylor and Chebyshev expansions of the Fermi function.

Result under test: with f = 1/(1+exp(x)), x = (energy-mu)/kT, the Taylor
series about mu converges only for |energy-mu| < pi*kT, while a Chebyshev
series on an interval holding the spectrum converges geometrically.
Symbols: mu chemical potential, kT thermal energy, p_n = (2n-1)*pi,
x = +-i*p_n the poles of f, rho the Chebyshev convergence factor.
Energies are in eV.
"""
from fractions import Fraction
import numpy as np
from mpmath import mp
from numpy.polynomial import chebyshev as cheb
from scipy import constants
from scipy.special import expit

mp.dps = 60
K_B = constants.k / constants.e
HARTREE = constants.physical_constants["Hartree energy in eV"][0]


def taylor_coefficients(value_at_centre, degree):
    """Taylor coefficients in x from the differential equation f' = f*f - f."""
    a = [value_at_centre]
    for k in range(degree):
        square = sum(a[j] * a[k - j] for j in range(k + 1))
        a.append((square - a[k]) / (k + 1))
    return a


def partial_sum_errors(coefficients, step, exact):
    """Absolute errors of all partial sums at distance step from the centre."""
    total, power, errors = mp.mpf(0), mp.mpf(1), []
    for a in coefficients:
        total += a * power
        power *= step
        errors.append(abs(total - exact))
    return errors


def fermi_mp(x):
    return 1 / (1 + mp.exp(x))


def remainder_formula(x, K, poles=3000):
    """Signed f minus its Taylor polynomial of degree 2K-1."""
    total = mp.mpf(0)
    for n in range(1, poles + 1):
        p = (2 * n - 1) * mp.pi
        total += 2 * x / (x * x + p * p) * (x / p) ** (2 * K)
    return -(-1) ** K * total


def chebyshev_coefficients(mu, kT, centre, half, count, nodes=2000):
    """Coefficients from their defining integral, by cosine quadrature."""
    theta = (np.arange(nodes) + 0.5) * np.pi / nodes
    values = expit(-(centre + half * np.cos(theta) - mu) / kT)
    c = np.array([2 / nodes * np.dot(values, np.cos(k * theta))
                  for k in range(count)])
    c[0] /= 2
    return c


# Partial fractions of the Fermi function
p_many = (2 * np.arange(1, 200001) - 1) * np.pi
for x in (-25.0, -2.0, 0.7, 3.5, 12.0):
    fractions_sum = 0.5 - np.sum(2 * x / (x * x + p_many**2))
    assert abs(fractions_sum - expit(-x)) < 1e-5  # tail of the pole sum

# Exact rational Taylor coefficients against the sum over poles
rational = taylor_coefficients(Fraction(1, 2), 121)
taylor_mu = [mp.mpf(a.numerator) / a.denominator for a in rational]
for k in range(61):
    s = 2 * k + 2
    odd_zeta = (1 - mp.mpf(2) ** (-s)) * mp.zeta(s)
    predicted = -(-1) ** k * 2 * odd_zeta / mp.pi**s
    assert abs(taylor_mu[2 * k + 1] / predicted - 1) < mp.mpf(10) ** -40
    assert k == 0 or rational[2 * k] == 0

# Exact remainder, inside and outside the circle
for x in (mp.mpf(1), mp.mpf(3), mp.mpf(4), mp.mpf(-25)):
    for K in (1, 3, 10):
        polynomial = sum(taylor_mu[j] * x**j for j in range(2 * K))
        direct = fermi_mp(x) - polynomial
        assert abs(direct / remainder_formula(x, K) - 1) < 1e-6

# Model chain
sites, hopping, mu, kT = 40, -1.0, -0.5, 0.1
centre, half = 0.0, 2.0
radius = np.pi * kT
H = hopping * (np.eye(sites, k=1) + np.eye(sites, k=-1))
levels, vectors = np.linalg.eigh(H)
assert levels.min() > centre - half and levels.max() < centre + half
density = (vectors * expit(-(levels - mu) / kT)) @ vectors.T
farthest = np.max(np.abs(levels - mu))
inside = int(np.sum(np.abs(levels - mu) < radius))
print(f"sites {sites}, hopping {hopping} eV, mu {mu} eV, kT {kT} eV")
print(f"temperature for this kT: {kT / K_B:.0f} K")
print(f"radius pi*kT: {radius:.4f} eV = {radius / HARTREE:.5f} hartree")
print(f"radius at 300 K: {np.pi * K_B * 300:.4f} eV")
print(f"lowest, highest level: {levels[0]:.4f}, {levels[-1]:.4f} eV")
print(f"largest |level-mu|: {farthest:.4f} eV")
print(f"levels inside the radius: {inside} of {sites}")
print(f"error growth per two degrees: {(farthest / radius)**2:.2f}")
print(f"electrons, diagonalization: {2 * np.trace(density):.6f}")

# Scalar errors inside, on and outside the circle
print("Taylor error of f at degrees 1, 11, 41, 121:")
for distance in (0.2, 0.3, None, 0.4):
    if distance is None:
        x, label = mp.pi, "pi*kT   "
    else:
        x, label = mp.mpf(distance) / mp.mpf(kT), f"{distance:.1f} eV  "
    errors = partial_sum_errors(taylor_mu, x, fermi_mp(x))
    row = [errors[d] for d in (1, 11, 41, 121)]
    for degree, error in zip((1, 11, 41, 121), row):
        bound = 2 * x / (x * x + mp.pi**2) * (x / mp.pi) ** (degree + 1)
        assert error >= bound
    if x < mp.pi:
        assert row[0] > row[1] > row[2] > row[3]
    elif distance is None:
        assert abs(row[3] - 1 / mp.pi) < 1e-10
    else:
        assert row[3] > row[2] > row[1] > row[0]
    print("  " + label + " ".join(f"{float(e):.3e}" for e in row))

# Taylor matrix polynomials
X = (H - mu * np.eye(sites)) / kT
print("Taylor matrix: degree, norm error, electrons")
for degree in (1, 5, 11, 21, 41):
    P = np.zeros_like(H)
    for a in reversed(taylor_mu[:degree + 1]):
        P = P @ X + float(a) * np.eye(sites)
    error = np.linalg.norm(P - density, 2)
    formula = abs(remainder_formula(mp.mpf(farthest / kT), (degree + 1) // 2))
    assert abs(error / float(formula) - 1) < 1e-6
    print(f"  {degree:3d} {error:.3e} {2 * np.trace(P):.3e}")

# Chebyshev coefficients: defining integral against the sum over poles
z = (mu - centre + 1j * p_many * kT) / half
root = np.sqrt(z - 1) * np.sqrt(z + 1)
w = z + root
rho = abs(w[0])
c = chebyshev_coefficients(mu, kT, centre, half, 161)
for k in range(1, 101):
    from_poles = 4 * kT / half * np.sum((w ** (-k) / root).real)
    # the truncated pole sum decays slowly only for k = 1
    assert abs(c[k] - from_poles) < (1e-5 if k == 1 else 1e-11)
A = 4 * kT / half * np.sum(1 / np.abs(w * root))
print(f"Chebyshev rho: {rho:.5f}, prefactor A: {A:.4f}")

# Chebyshev matrix polynomials and the error bound
Y = (H - centre * np.eye(sites)) / half
y = np.linspace(-1, 1, 4001)
f_grid = expit(-(centre + half * y - mu) / kT)
grid_error = {}
print("Chebyshev matrix: degree, norm error, bound, electrons")
for degree in (20, 40, 80, 120):
    before, now = np.eye(sites), Y.copy()
    P = c[0] * before + c[1] * now
    for k in range(2, degree + 1):
        before, now = now, 2 * Y @ now - before
        P += c[k] * now
    error = np.linalg.norm(P - density, 2)
    bound = A * rho ** (-degree) / (1 - 1 / rho)
    grid_error[degree] = np.max(np.abs(cheb.chebval(y, c[:degree + 1]) - f_grid))
    assert error < bound and grid_error[degree] < bound
    print(f"  {degree:3d} {error:.3e} {bound:.3e} {2 * np.trace(P):.6f}")
observed = (grid_error[40] / grid_error[120]) ** (1 / 80)
assert abs(observed / rho - 1) < 0.02
print(f"observed factor per degree: {observed:.4f}")

# Small kT/half with mu in the middle: ln(rho) approaches pi*kT/half
s_small = np.pi * 0.01 / half
c_cold = chebyshev_coefficients(0.0, 0.01, 0.0, half, 1002, nodes=8000)
cold_rate = np.log(abs(c_cold[201] / c_cold[1001])) / 800
assert abs(cold_rate / s_small - 1) < 0.01
print(f"mu=0, kT=0.01 eV: ln(rho) {cold_rate:.5f}, pi*kT/h {s_small:.5f}")

# Moving the Taylor centre
below, above = mu - (centre - half), centre + half - mu
need_mu = max(below, above) / np.pi
need_mid = np.sqrt(below * above) / np.pi
print(f"interval: {below} eV below mu, {above} eV above mu")
print(f"kT must exceed, centre mu: {need_mu:.4f} eV = {need_mu / K_B:.0f} K")
print(f"kT must exceed, mid-band: {need_mid:.4f} eV = {need_mid / K_B:.0f} K")
print("largest edge error over degrees 91-100 and 391-400:")


def edge_errors(expansion_centre, hot):
    x_c = mp.mpf(expansion_centre - mu) / mp.mpf(hot)
    a = taylor_coefficients(fermi_mp(x_c), 400)
    early, late = [], []
    for edge in (centre - half, centre + half):
        x = mp.mpf(edge - mu) / mp.mpf(hot)
        e = partial_sum_errors(a, x - x_c, fermi_mp(x))
        early += e[91:101]
        late += e[391:401]
    return float(max(early)), float(max(late))


for name, place, hot, converges in (("mid-band", centre, 0.7, True),
                                    ("mid-band", centre, 0.6, False),
                                    ("at mu", mu, 0.7, False)):
    early, late = edge_errors(place, hot)
    R = np.hypot(place - mu, np.pi * hot)
    reach = max(abs(centre - half - place), abs(centre + half - place))
    assert (reach < R) == converges
    assert (late < 1e-6 and late < early) if converges else late > 10 * early
    print(f"  {name}, kT {hot} eV, R {R:.4f} eV: {early:.2e} {late:.2e}")

# A hot case in which both series converge
hot, target = 1.0, 1e-6
energy = centre + half * y
exact = expit(-(energy - mu) / hot)
c_hot = chebyshev_coefficients(mu, hot, centre, half, 60)
a_hot = np.array([float(a) for a in taylor_mu])
x_hot = (energy - mu) / hot
taylor_degree = next(d for d in range(1, 122) if np.max(np.abs(
    np.polynomial.polynomial.polyval(x_hot, a_hot[:d + 1]) - exact)) < target)
cheb_degree = next(d for d in range(1, 60) if np.max(np.abs(
    cheb.chebval(y, c_hot[:d + 1]) - exact)) < target)
assert cheb_degree < taylor_degree
print(f"kT {hot} eV, radius {np.pi * hot:.4f} eV, target error {target:.0e}")
print(f"degree needed: Taylor {taylor_degree}, Chebyshev {cheb_degree}")
print("all good")
```

It fails:

```
sites 40, hopping -1.0 eV, mu -0.5 eV, kT 0.1 eV
temperature for this kT: 1160 K
radius pi*kT: 0.3142 eV = 0.01155 hartree
radius at 300 K: 0.0812 eV
lowest, highest level: -1.9941, 1.9941 eV
largest |level-mu|: 2.4941 eV
levels inside the radius: 4 of 40
error growth per two degrees: 63.03
electrons, diagonalization: 33.374154
Taylor error of f at degrees 1, 11, 41, 121:
  0.2 eV  1.192e-01 1.278e-03 1.671e-09 3.415e-25
  0.3 eV  2.974e-01 1.828e-01 4.583e-02 1.145e-03
  pi*kT   3.268e-01 3.183e-01 3.183e-01 3.183e-01
  0.4 eV  5.180e-01 5.613e+00 7.880e+03 1.947e+12
Taylor matrix: degree, norm error, electrons
    1 5.735e+00 -6.000e+01
    5 1.979e+04 -2.757e+05
   11 4.949e+09 4.961e+10
   21 4.923e+18 -3.565e+19
   41 4.871e+36 -2.510e+37
Traceback (most recent call last):
  File "check.py", line 148, in <module>
    assert abs(c[k] - from_poles) < (1e-5 if k == 1 else 1e-11)
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The Chebyshev coefficient formula was right, but the program evaluated wₙ^(−k) in a way that overflows. For the most distant poles |wₙ| is about 10⁵, so forming wₙ^k before taking the reciprocal exceeds the floating-point range at k of about 60, gives an undefined number, and makes the comparison fail. The program now multiplies repeatedly by 1/wₙ, so negligible contributions go harmlessly to zero. The tested quantities, tolerances and cases are unchanged.

Diff:

```diff
@@ -143,6 +143,10 @@
 rho = abs(w[0])
 c = chebyshev_coefficients(mu, kT, centre, half, 161)
+inverse_w = 1 / w
+inverse_power = np.ones_like(w)
 for k in range(1, 101):
-    from_poles = 4 * kT / half * np.sum((w ** (-k) / root).real)
+    # repeated products of 1/w can only underflow to zero, never overflow
+    inverse_power = inverse_power * inverse_w
+    from_poles = 4 * kT / half * np.sum((inverse_power / root).real)
     # the truncated pole sum decays slowly only for k = 1
     assert abs(c[k] - from_poles) < (1e-5 if k == 1 else 1e-11)
```

Output now:

```
sites 40, hopping -1.0 eV, mu -0.5 eV, kT 0.1 eV
temperature for this kT: 1160 K
radius pi*kT: 0.3142 eV = 0.01155 hartree
radius at 300 K: 0.0812 eV
lowest, highest level: -1.9941, 1.9941 eV
largest |level-mu|: 2.4941 eV
levels inside the radius: 4 of 40
error growth per two degrees: 63.03
electrons, diagonalization: 33.374154
Taylor error of f at degrees 1, 11, 41, 121:
  0.2 eV  1.192e-01 1.278e-03 1.671e-09 3.415e-25
  0.3 eV  2.974e-01 1.828e-01 4.583e-02 1.145e-03
  pi*kT   3.268e-01 3.183e-01 3.183e-01 3.183e-01
  0.4 eV  5.180e-01 5.613e+00 7.880e+03 1.947e+12
Taylor matrix: degree, norm error, electrons
    1 5.735e+00 -6.000e+01
    5 1.979e+04 -2.757e+05
   11 4.949e+09 4.961e+10
   21 4.923e+18 -3.565e+19
   41 4.871e+36 -2.510e+37
Chebyshev rho: 1.17514, prefactor A: 0.6362
Chebyshev matrix: degree, norm error, bound, electrons
   20 2.109e-02 1.692e-01 33.368369
   40 8.031e-04 6.709e-03 33.373911
   80 1.333e-06 1.054e-05 33.374125
  120 1.819e-09 1.657e-08 33.374154
observed factor per degree: 1.1764
mu=0, kT=0.01 eV: ln(rho) 0.01571, pi*kT/h 0.01571
interval: 1.5 eV below mu, 2.5 eV above mu
kT must exceed, centre mu: 0.7958 eV = 9235 K
kT must exceed, mid-band: 0.6164 eV = 7153 K
largest edge error over degrees 91-100 and 391-400:
  mid-band, kT 0.7 eV, R 2.2552 eV: 7.52e-06 1.50e-21
  mid-band, kT 0.6 eV, R 1.9501 eV: 6.01e+00 1.16e+04
  at mu, kT 0.7 eV, R 2.1991 eV: 1.17e+05 5.97e+21
kT 1.0 eV, radius 3.1416 eV, target error 1e-06
degree needed: Taylor 55, Chebyshev 10
all good
```
